# Equal valley populations in a (001) silicon inversion layer

## Problem

Electrons are held against the oxide of a (001) silicon transistor by a surface field. Silicon has six equivalent conduction valleys, two along each cubic axis. Each has longitudinal mass \(m_l=0.916\,m_e\) along its own axis and transverse mass \(m_t=0.19\,m_e\) in the two perpendicular directions. Take \(z\) along the surface normal, pointing into the silicon, with the oxide interface at \(z=0\).

Confinement along \(z\) splits the valleys into two ladders of subbands. The two valleys on the \(z\) axis form the twofold ladder, and the four valleys on the \(x\) and \(y\) axes form the fourfold ladder. Keep the lowest subband of each, with minima \(E_2\) and \(E_4\), and define \(\Delta=E_4-E_2\). The subscripts count valleys. The bands are parabolic, both ladders share one Fermi level \(E_F\), and the temperature is 300 K, where \(kT=25.85\) meV.

**(a)** Find the two-dimensional densities of states \(D_2\) and \(D_4\) of the two subbands, counting spin and valleys.

**(b)** Show that in a nondegenerate layer the two populations are equal when \(\Delta\) is about 38 meV.

**(c)** Find the twofold share of the electrons as a function of \(\Delta\). Which ladder holds the majority at \(\Delta=0\), and why?

**(d)** Model the potential energy as \(eFz\) for \(z>0\), with an impenetrable wall at \(z=0\). Which surface field \(F\) produces the splitting of part (b)? How far from the interface are the electrons?

**(e)** The field comes from a depletion layer with acceptor density \(N_A=1.2\times10^{17}\ \mathrm{cm^{-3}}\), a rough value. Is the layer nondegenerate? What do the neglected effects do to the populations at this field?

## Hints

**For (a).** A curve of constant in-plane energy is an ellipse. Find its area in \(k\) space and count the states inside. Decide first which two masses lie in the plane for each kind of valley.

**For (b).** The density of states is constant above each minimum, so the Fermi integral is elementary. Take the ratio of the two populations before inserting any number.

**For (c).** A population depends on the number of available states as well as on their energy.

**For (d).** Choose a length that turns the Schrödinger equation into Airy's equation. The ratio \(E_4/E_2\) then depends on the masses alone, so a known difference fixes both energies.

**For (e).** Compare \(E_2-E_F\) with \(kT\). For each correction to the potential, ask which of the two wave functions feels it more.

## Solution

### (a) Counting the states

With wave vectors measured from the valley minimum, the kinetic energy is a sum of three terms, one for each axis. The potential depends on \(z\) alone, so the motion separates:

\[
E=E_i+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}.
\]

A valley on the \(z\) axis has \(m_z=m_l\) and in-plane masses \((m_t,m_t)\). A valley on the \(x\) or \(y\) axis has \(m_z=m_t\) and in-plane masses \(m_l\) and \(m_t\).

States of one valley with in-plane energy below \(\varepsilon=E-E_i\) fill an ellipse with semi-axes \(\sqrt{2m_x\varepsilon}/\hbar\) and \(\sqrt{2m_y\varepsilon}/\hbar\). Its area is

\[
\pi\,\frac{\sqrt{2m_x\varepsilon}}{\hbar}\,\frac{\sqrt{2m_y\varepsilon}}{\hbar}
=\frac{2\pi\sqrt{m_xm_y}}{\hbar^2}\,\varepsilon .
\]

Per unit area of the layer there are \(1/(2\pi)^2\) wave vectors per unit area of \(k\) space, and each holds two spin states. The number of states per area is therefore

\[
\frac{2}{4\pi^2}\,\frac{2\pi\sqrt{m_xm_y}}{\hbar^2}\,\varepsilon
=\frac{\sqrt{m_xm_y}}{\pi\hbar^2}\,\varepsilon .
\]

Its derivative with respect to \(\varepsilon\) is the density of states of one valley. Multiplying by the number of valleys gives

\[
D_2=\frac{2m_t}{\pi\hbar^2},\qquad
D_4=\frac{4\sqrt{m_lm_t}}{\pi\hbar^2}.
\]

The fourfold valleys have the larger density-of-states mass, \(\sqrt{m_lm_t}=0.417\,m_e\) against \(0.19\,m_e\). Numerically, \(D_2=1.587\times10^{14}\) and \(D_4=6.971\times10^{14}\ \mathrm{eV^{-1}\,cm^{-2}}\).

### (b) The condition for equal populations

The electron density in subband \(i\) is

\[
n_i=D_i\int_{E_i}^{\infty}\frac{dE}{1+e^{(E-E_F)/kT}} .
\]

Put \(x=(E-E_i)/kT\) and \(\eta_i=(E_F-E_i)/kT\). Multiplying numerator and denominator by \(e^{\eta_i-x}\) makes the integrand a derivative:

\[
n_i=D_ikT\int_0^\infty\frac{e^{\eta_i-x}}{1+e^{\eta_i-x}}\,dx
=D_ikT\Big[-\ln\!\big(1+e^{\eta_i-x}\big)\Big]_0^\infty
=D_ikT\ln\!\big(1+e^{\eta_i}\big).
\]

In a nondegenerate layer \(E_F\) lies several \(kT\) below both minima. Then \(e^{\eta_i}\ll1\), the logarithm reduces to \(e^{\eta_i}\), and

\[
n_i\simeq D_ikT\,e^{(E_F-E_i)/kT}.
\]

The Fermi level and the prefactor \(kT\) cancel in the ratio:

\[
\frac{n_4}{n_2}=r\,e^{-\Delta/kT},\qquad
r=\frac{D_4}{D_2}=\frac{4\sqrt{m_lm_t}}{2m_t}=2\sqrt{\frac{m_l}{m_t}} .
\]

Setting the ratio to one and taking the logarithm gives the required splitting,

\[
\boxed{\;\Delta^*=kT\ln\!\left(2\sqrt{\frac{m_l}{m_t}}\right)\;}
\]

With \(r=4.391\) and \(\ln r=1.480\),

\[
\Delta^*=25.85\ \mathrm{meV}\times1.480\simeq38.3\ \mathrm{meV}.
\]

As a separate check, the Fermi occupations of all six valleys were summed over the discrete wave vectors of a 200 nm square, with \(E_F\) placed \(10kT\) below \(E_2\). The populations became equal at 38.25 meV, the value of the formula.

The result does not depend on what causes the splitting. Strain that is equal along \(x\) and \(y\), for example, may contribute to \(\Delta\), and the condition holds for the total as long as the masses are unchanged. Unequal strain would split the fourfold valleys among themselves, and one \(\Delta\) would no longer suffice. The masses enter weakly: raising \(m_t\) by 5% changes \(\Delta^*\) by \(-\tfrac12kT\ln1.05\), or \(-0.63\) meV.

### (c) The twofold share

From the ratio above,

\[
s=\frac{n_2}{n_2+n_4}=\frac{1}{1+r\,e^{-\Delta/kT}}
=\frac{1}{1+e^{-(\Delta-\Delta^*)/kT}},
\]

where the last form uses \(r=e^{\Delta^*/kT}\). The share depends on the distance from \(\Delta^*\) in units of \(kT\), so the changeover is gradual. It is 0.33 at 20 meV and 0.70 at 60 meV.

At \(\Delta=0\) the share is \(1/(1+4.391)=0.185\). The fourfold ladder holds the large majority because it offers 4.4 times as many states at each energy. For any \(\Delta\) between zero and \(\Delta^*\) it keeps the majority although its minimum lies higher. At \(\Delta^*\) the Boltzmann factor just cancels its advantage in states.

The value 0.185 is not the bulk share, which is \(2/6=1/3\) for six equivalent valleys. A vanishing splitting with one subband per ladder is not the bulk limit, since without confinement many subbands are occupied. Variation 2 recovers the missing factor.

The populations matter for transport. In a given in-plane direction the inverse mass is \(1/m_t\) for twofold electrons and, averaged over the four valleys, \(\tfrac12(1/m_l+1/m_t)\) for fourfold electrons. The first is larger, so at equal scattering times the twofold electrons are more mobile.

### (d) The field that gives this splitting

For normal mass \(m\) the equation for \(z>0\) is

\[
-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0 .
\]

Write \(z=\ell u\) and choose \(\ell\) so that the kinetic and potential terms have the same coefficient:

\[
\frac{\hbar^2}{2m\ell^2}=eF\ell
\quad\Rightarrow\quad
\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3}.
\]

Division by \(eF\ell\) leaves \(\psi''=(u-E/eF\ell)\psi\). The solution that decays into the silicon is \(\mathrm{Ai}(u-E/eF\ell)\). It must vanish at \(u=0\), so \(E/eF\ell\) is the magnitude of a zero of Ai. The first is \(a_1=2.338\), and

\[
E_i=a_1eF\ell_i=a_1\left(\frac{\hbar^2}{2m_i}\right)^{1/3}(eF)^{2/3}.
\]

Here \(m_i\) is the mass along the normal: \(m_l\) for the twofold and \(m_t\) for the fourfold ladder. The heavier normal mass gives the lower level, so \(\Delta>0\). The ratio is free of the field:

\[
\frac{E_4}{E_2}=\left(\frac{m_l}{m_t}\right)^{1/3}=1.689 .
\]

Hence \(\Delta^*=(1.689-1)E_2\), which gives

\[
E_2=\frac{38.25\ \mathrm{meV}}{0.689}=55.5\ \mathrm{meV},\qquad
E_4=E_2+\Delta^*\simeq93.7\ \mathrm{meV}.
\]

Solving the expression for \(E_2\) for the field,

\[
eF=\left(\frac{E_2}{a_1}\right)^{3/2}\left(\frac{2m_l}{\hbar^2}\right)^{1/2}.
\]

Part (a) supplies the last factor without new constants, because \(2m_t/\hbar^2=\pi D_2\):

\[
\frac{2m_l}{\hbar^2}=\pi D_2\frac{m_l}{m_t}
=\pi\times1.587\times4.82\simeq24.0\ \mathrm{eV^{-1}\,nm^{-2}} .
\]

Therefore

\[
eF=\left(\frac{0.0555}{2.338}\right)^{3/2}\sqrt{24.0}\ \mathrm{eV/nm}
\simeq0.0179\ \mathrm{eV/nm},
\]

or \(F^*\simeq0.179\) MV/cm.

The mean distance follows from a scaling argument. Compress the ground state along \(z\) by a factor \(\lambda\). It still vanishes at the wall, and its energy becomes \(\lambda^2\langle T\rangle+\langle V\rangle/\lambda\). The true ground state minimizes the energy, so the derivative vanishes at \(\lambda=1\), and \(2\langle T\rangle=\langle V\rangle\). With \(\langle T\rangle+\langle V\rangle=E\) this gives \(\langle V\rangle=\tfrac23E\), and since \(V=eFz\),

\[
\langle z\rangle=\frac{2E}{3eF}.
\]

The distances are about 2.1 nm for the twofold and 3.5 nm for the fourfold subband.

### (e) The real device behind the model

**Degeneracy.** As a first estimate, let the depletion charge alone support the field, so \(eN_AW=\epsilon_sF\). With relative permittivity 11.7 the depletion width is \(W=96.6\) nm. The potential drop is \(FW/2\) plus a correction \(kT/e\) for the holes at the depletion edge, in total \(\psi_s=0.89\) V.

Deep in the silicon the electron density is \(n_i^2/N_A=N_ce^{-(E_C-E_F)/kT}\), where \(n_i\simeq10^{10}\ \mathrm{cm^{-3}}\) is the rough intrinsic density and \(N_c\) the effective density of states of the six bulk valleys. At the surface the band edge lies lower by \(e\psi_s\), and the subband minimum lies \(E_2\) above that edge:

\[
E_2^{\rm min}-E_F=kT\ln\frac{N_cN_A}{n_i^2}-e\psi_s+E_2=5.68\,kT .
\]

For the stated doping the layer is nondegenerate. The twofold density is

\[
n_2=D_2kT\,e^{-5.68}
=1.587\times10^{14}\times0.02585\times0.00341
\simeq1.4\times10^{10}\ \mathrm{cm^{-2}},
\]

and \(n_4\) is the same. Together they are about 2.4% of the depletion charge. That is small for the field but not for the density, which depends exponentially on \(\psi_s\). At fixed surface field Gauss's law reads \(e(N_AW+n)=\epsilon_sF\), and the depletion drop is proportional to \(W^2\), so each 1% of the charge carried by electrons lowers \(\psi_s\) by about 17 mV, or \(0.7\,kT/e\). Solved self-consistently with the triangular-well levels, \(\psi_s=0.87\) V, \(E_2^{\rm min}-E_F=6.4\,kT\) and \(n_2\simeq n_4\simeq0.7\times10^{10}\ \mathrm{cm^{-2}}\), about 1.1% of the charge in total. The layer remains nondegenerate and the field is still set almost entirely by the doping. The density belongs to the stated inputs only: a doping 10% heavier lowers it by a factor of about 12, and a doping 10% lighter raises it by a factor of about 4. It cannot exceed \(\epsilon_sF/e=1.16\times10^{12}\ \mathrm{cm^{-2}}\). With the triangular-well levels kept, the gap is about \(3\,kT\) at half the doping and about \(2\,kT\) at one twentieth. There the Boltzmann approximation is marginal, and the electrons carry so much of the charge that a uniform field is no longer a good model: a hard-wall Schrödinger–Poisson solution with all subbands gives gaps of \(3.5\) and \(2.8\,kT\) and splittings of 34 and 28 meV instead of 38 meV.

**Corrections to the splitting.** Each was computed separately at the fixed field \(F^*\).

- *Penetration into the oxide* changes the splitting by \(-5.8\) meV. In the oxide \(\psi\propto e^{\kappa z}\), and \(\psi'/m\) is continuous at the interface. On the silicon side \(\psi/\psi'\) is then \(b=m_{\rm ox}/(m\kappa)\). To leading order the wall moves back by \(b\) and the level falls by \(eFb\). The light normal mass has the larger \(b\): with a rough barrier of 3.1 eV and oxide mass \(0.5\,m_e\), \(E_4\) falls by 7.3 meV and \(E_2\) by 1.5 meV. The size depends on these assumptions. Oxide masses from \(0.3\) to \(0.7\,m_e\) give \(-4.5\) to \(-6.8\) meV, and keeping each silicon mass inside the barrier gives \(-2.5\) meV. The sign is the same in all these cases, but the totals below inherit this spread of a few meV.
- *The image potential* changes it by \(-3.6\) meV. This value is for a thick oxide. Its permittivity is the lower one, so an electron in silicon is repelled by its image with an energy proportional to \(1/z\). The twofold electrons are closer and rise more, by 9.2 against 5.6 meV. A metal gate behind the oxide adds attractive images and reduces the change to \(-3.0\), \(-1.9\) and \(-0.4\) meV for 5, 2 and 1 nm of oxide. A thick dielectric of relative permittivity 22 in direct contact reverses the sign, to \(+2.6\) meV. The totals below use the thick oxide.
- *Curvature of the depletion potential*, \(eF(z-z^2/2W)\), changes it by \(-0.9\) meV. It lowers the more distant fourfold state more.
- *Nonparabolicity*, with a rough isotropic coefficient of \(0.5\ \mathrm{eV^{-1}}\), changes it by \(-0.5\) meV. It also raises the splitting required for equality by 0.3 meV.

The four changes add to \(-10.8\) meV. This sum ignores their influence on one another. It suggests a splitting of about 27 meV at \(F^*\) and a one-subband twofold share of 0.39 instead of one half. With penetration, image and curvature in one Schrödinger equation (the \(1/z\) term cut off at 0.05 to 0.4 nm from the interface) and the nonparabolic shifts added, the splitting is 28 to 29 meV and the share 0.40 to 0.41. The condition on \(\Delta\) is thus much firmer than the field that the hard-wall triangle assigns to it. Higher subbands act in the opposite direction, as Variation 2 shows; with all subbands of the corrected potential occupied, the twofold share is about 0.45.

**Setting in practice.** The numbers describe a bulk silicon n-channel transistor near threshold, with doping of order \(10^{17}\ \mathrm{cm^{-3}}\). The normal displacement is continuous, so an oxide of relative permittivity 3.9 carries three times the silicon field, 0.54 MV/cm. This is far below a rough breakdown field of 10 MV/cm. The assumption that fails most clearly is the ideal hard-wall triangle. Penetration and curvature make up about 6 of the 9 meV lost in the combined Schrödinger equation when the oxide mass is \(0.5\,m_e\), but only about 3 of 7 meV when the silicon masses are kept in the barrier; the image term supplies the rest. In the corrected well the splitting \(\Delta^*\) needs 0.24 to 0.27 MV/cm. Operating temperature also counts. At 400 K equality requires 51.0 meV, and if the splitting stays at its 300 K value \(\Delta^*\), the one-subband twofold share drops to 0.41; with all subbands of the triangular well occupied it drops from 0.54 to 0.47. Interface roughness and electron–electron interaction beyond the average field are not included.

## Variation 1: a denser layer

*Keep one subband per ladder but drop the Boltzmann approximation. Which splitting divides a total density \(n\) equally?*

Each subband holds \(n/2\). Define \(u_i=n/(2D_ikT)\). The result of part (b) before approximation reads \(u_i=\ln(1+e^{\eta_i})\), so \(\eta_i=\ln(e^{u_i}-1)\). Since \(\Delta=kT(\eta_2-\eta_4)\),

\[
\Delta_{\rm eq}(n)=kT\ln\frac{e^{u_2}-1}{e^{u_4}-1}.
\]

For small \(u\), \(e^u-1\simeq u(1+u/2)\), and hence \(\ln(e^u-1)\simeq\ln u+u/2\). The first term gives \(kT\ln(u_2/u_4)=kT\ln(D_4/D_2)=\Delta^*\). The second gives the leading correction:

\[
\Delta_{\rm eq}\simeq\Delta^*+\frac n4\left(\frac1{D_2}-\frac1{D_4}\right).
\]

It is positive because \(D_2<D_4\). The twofold subband has fewer states, the Pauli principle limits it sooner, and a larger splitting must compensate. At \(n=10^{12}\ \mathrm{cm^{-2}}\) the full formula gives \(+1.23\) meV. For the stated doping of part (e) it gives \(+0.03\) meV at the first estimate of the density and \(+0.02\) meV at the self-consistent one. At half that doping it gives \(+0.4\) meV, and at one twentieth \(+1.1\) meV.

In the opposite limit, \(u_i\gg1\), \(\ln(e^{u_i}-1)\to u_i\), and

\[
\Delta_{\rm eq}\to\frac n2\left(\frac1{D_2}-\frac1{D_4}\right).
\]

The temperature has dropped out: two filled Fermi seas of equal density differ in depth by this amount. For \(10^{12}\ \mathrm{cm^{-2}}\) it is about 2.4 meV. The limit requires \(n\gg2D_4kT\), which is \(3.6\times10^{13}\ \mathrm{cm^{-2}}\) at 300 K, a density whose charge alone would put about 17 MV/cm across the oxide, above the rough breakdown field. At \(10^{12}\ \mathrm{cm^{-2}}\) the limit is reached only at a few kelvin: the full formula gives 11.1 meV at 77 K, 4.0 meV at 20 K and 2.5 meV at 4.2 K. Confinement alone does not give so small a splitting. In a hard-wall Hartree model with a depletion charge of \(10^{10}\) to \(10^{11}\ \mathrm{cm^{-2}}\), the field of \(10^{12}\ \mathrm{cm^{-2}}\) equally divided electrons produces about 20 meV (14 to 16 meV with penetration and the thick-oxide image), so equal division at low temperature needs an opposing contribution such as strain.

## Variation 2: all subbands

*Keep the nondegenerate layer and the triangular well, but occupy every subband. When do the two ladders hold equal populations?*

All subbands of a ladder have the same density of states, so the Boltzmann factors add:

\[
\frac{n_4}{n_2}=r\,\frac{Z_4}{Z_2},\qquad
Z_i=\sum_j e^{-E_{i,j}/kT},\qquad E_{i,j}=a_jeF\ell_i .
\]

At \(F^*\) the second twofold subband lies 41.5 meV above the first and has 0.201 of its population. The fourfold spacing is larger by 1.689, or 70 meV, and the corresponding fraction is \(e^{-70/25.85}\simeq0.07\). With two subbands per ladder the twofold share is \(1.20/(1.20+1.07)\simeq0.53\). The full sum gives 0.544.

In the hard-wall triangle equal ladders therefore need a weaker field, 0.141 MV/cm, where the lowest minima are 32.6 meV apart. At the doping of part (e) this field bends the bands by only 0.56 V and the layer is practically empty. With penetration, thick-oxide image and curvature included, equal ladders need a field stronger than \(F^*\), 0.20 to 0.23 MV/cm. The 38 meV condition compares the two lowest subbands; it is not the condition for the whole ladders.

At very low field many levels lie within \(kT\). For large \(j\), \(a_j\simeq(3\pi j/2)^{2/3}\), so the number of levels below \(E\) is

\[
j(E)\simeq\frac{2}{3\pi}\left(\frac{E}{eF\ell_i}\right)^{3/2}.
\]

Replacing the sum by an integral over \(E\),

\[
Z_i\simeq\int_0^\infty\frac{dj}{dE}\,e^{-E/kT}dE
=\frac{1}{\pi(eF\ell_i)^{3/2}}\int_0^\infty E^{1/2}e^{-E/kT}dE
=\frac{1}{2\sqrt\pi}\left(\frac{kT}{eF\ell_i}\right)^{3/2}.
\]

Because \((eF\ell_i)^{3/2}=eF\hbar/\sqrt{2m_i}\), \(Z_i\) is proportional to \(\sqrt{m_i}\). The heavy normal mass packs its subbands more closely, and

\[
\frac{n_4}{n_2}\to2\sqrt{\frac{m_l}{m_t}}\,\sqrt{\frac{m_t}{m_l}}=2 .
\]

The twofold share returns to the bulk value 1/3. The explicit sum at 0.001 MV/cm gives 0.334. The numerical output below lists the main results and the four corrections taken separately.

## Computed values

```
masses ml, mt: 0.916, 0.19 m_e; temperature 300 K
thermal energy kT: 25.85 meV
fourfold density-of-states mass per valley: 0.417 m_e
D2, D4: 1.587e+14, 6.971e+14 eV^-1 cm^-2
D4/D2: 4.391; its logarithm: 1.480
equal-population splitting, formula: 38.25 meV
same, from sum over states: 38.25 meV
twofold share at splitting 0 meV: 0.185
twofold share at splitting 20 meV: 0.330
twofold share at splitting 60 meV: 0.699
first Airy zero a1: 2.3381
field for this splitting: 0.179 MV/cm
E2, E4 at this field: 55.5, 93.7 meV
E2, E4 by finite differences: 55.5, 93.7 meV
mean distance, twofold, fourfold: 2.06, 3.49 nm
doping (rough): 1.2e+17 cm^-3
intrinsic density (rough): 1.0e+10 cm^-3
depletion width: 96.6 nm; band bending: 0.892 V
E2 minus Fermi level: 5.68 kT
density, twofold: 1.40e+10 cm^-2
density, fourfold: 1.40e+10 cm^-2
electron/depletion charge: 0.0241
-- neglected effects --
second twofold subband above first: 41.5 meV
its population relative to the first: 0.201
twofold share, all subbands, same field: 0.544
twofold share, all subbands, 0.001 MV/cm: 0.334
field for equal full ladders: 0.141 MV/cm
lowest-subband splitting there: 32.6 meV
oxide barrier, mass (rough): 3.1 eV, 0.5 m_e
oxide penetration: E2 -1.55, E4 -7.33, splitting -5.79 meV
image potential: E2 +9.20, E4 +5.64, splitting -3.57 meV
depletion curvature: E2 -0.48, E4 -1.37, splitting -0.90 meV
nonparabolicity (rough): 0.5 eV^-1
nonparabolicity, splitting: -0.54 meV
nonparabolicity, required splitting: +0.31 meV
sum of the four splitting changes: -10.8 meV
one-subband twofold share after them: 0.394
degeneracy, example density: +0.034 meV
degeneracy, 1e12 cm^-2: +1.23 meV
mt heavier by 5%, required splitting: -0.63 meV
required splitting at 400 K: 51.0 meV
twofold share at 400 K, 300 K splitting: 0.409
oxide field: 0.54 MV/cm
```
